\section*{Density matrix cumulants from the logarithm of a Grassmann generating function}

Consider electrons in an orthonormal set of spin orbitals, with creation and annihilation operators $a_p^\dagger$ and $a_p$, and define the $k$-particle density matrix without a factor $1/k!$:
\begin{equation}
\gamma^{p_1\cdots p_k}_{q_1\cdots q_k}
=\langle a^\dagger_{p_1}\cdots a^\dagger_{p_k}\,a_{q_k}\cdots a_{q_1}\rangle .
\end{equation}
Suppose that this object is to be written as an irreducible part $\lambda_k$ plus products of irreducible parts of lower rank, each of the labels $p_i$, $q_j$ being used once. Symmetry then fixes nearly everything. The state, pure or mixed, is assumed to be normalized and to commute with the number operator $N$. Expectation values are therefore unchanged by $a_p\to e^{i\theta}a_p$, and every factor must carry as many upper as lower labels. Moreover, $\gamma_k$ changes sign when two upper labels or two lower labels are exchanged. All products with the same block sizes follow from one of them by such exchanges, so their relative signs are fixed and a single coefficient per class remains free.

The number of terms in a class follows from the same argument. There are $(k!)^2$ ways to permute the upper and lower labels. Permutations inside a block of size $b_i$ give the same term $(b_i!)^2$ times, and interchanging whole blocks of equal size gives it $m_b!$ times, where $m_b$ is the number of blocks of size $b$. Hence
\begin{equation}
n=\frac{(k!)^2}{\prod_i (b_i!)^2\,\prod_b m_b!}.
\label{count}
\end{equation}
The free coefficients are settled by a further demand: the irreducible parts of two independent systems should add. Density matrices of independent systems multiply, and a logarithm turns products into sums. What is needed is a generating function for the density matrices whose logarithm respects the antisymmetry.

Introduce generators $\eta_p$ and $\bar\eta_p$ that anticommute with one another and with all $a_p$ and $a_p^\dagger$. Grassmann factors standing to the left of an operator may be taken out of the expectation value. Define
\begin{equation}
G=\Big\langle \exp\Big(\sum_p a_p^\dagger\eta_p\Big)
\exp\Big(\sum_q\bar\eta_q a_q\Big)\Big\rangle .
\label{G}
\end{equation}
The order of the exponentials matters, because it places all creation operators on the left. On expansion, a term with different numbers of creation and annihilation operators vanishes by number conservation. The term with $k$ of each has the prefactor $(1/k!)^2$ and contains
\begin{equation}
(a^\dagger_{p_1}\eta_{p_1})\cdots(a^\dagger_{p_k}\eta_{p_k})\,
(\bar\eta_{q_k}a_{q_k})\cdots(\bar\eta_{q_1}a_{q_1}).
\end{equation}
Each bracket is a product of two anticommuting objects, so a Grassmann generator passes it with two sign changes, that is, with none. In the first group, move $\eta_{p_1}$ to the right through the later brackets, then $\eta_{p_2}$ up to $\eta_{p_1}$, and so on. In the second group, move the $\bar\eta$ to the left in the same manner. This gives
\begin{equation}
a^\dagger_{p_1}\cdots a^\dagger_{p_k}\;
\eta_{p_k}\cdots\eta_{p_1}\bar\eta_{q_1}\cdots\bar\eta_{q_k}\;
a_{q_k}\cdots a_{q_1}.
\end{equation}
The Grassmann string in the middle has $2k$ factors and can be moved to the far left without a sign. Its innermost pair $\eta_{p_1}\bar\eta_{q_1}$ is even and can be taken out to the front; then $\eta_{p_2}\bar\eta_{q_2}$ is innermost, and so on. The string therefore equals $\prod_i\eta_{p_i}\bar\eta_{q_i}$, and
\begin{equation}
G=1+\sum_{k\ge1}G_k,\qquad
G_k=\frac{1}{(k!)^2}\sum_{p,q}\gamma^{p_1\cdots p_k}_{q_1\cdots q_k}
\prod_{i=1}^k\eta_{p_i}\bar\eta_{q_i},
\label{Gk}
\end{equation}
with plus signs throughout. A permutation of the upper labels multiplies both $\gamma_k$ and the monomial by the sign of the permutation, and likewise for the lower labels. The $(k!)^2$ equal terms cancel the prefactor, so for given label sets the coefficient of $\prod_i\eta_{p_i}\bar\eta_{q_i}$ is the density matrix element itself.

The cumulants $\lambda_k$ are defined as the antisymmetric coefficients of the logarithm:
\begin{equation}
W=\ln G=\sum_{k\ge1}W_k,\qquad
W_k=\frac{1}{(k!)^2}\sum_{p,q}\lambda^{p_1\cdots p_k}_{q_1\cdots q_k}
\prod_{i=1}^k\eta_{p_i}\bar\eta_{q_i}.
\label{W}
\end{equation}
For $M$ spin orbitals this is a finite expression. Every term of $X=G-1$ contains at least one pair $\eta\bar\eta$, and no monomial can hold more than $M$ pairs, so $X^{M+1}=0$ and the series $X-X^2/2+X^3/3-\cdots$ terminates. All terms are even and commute, so the ordinary rules for exponentials and logarithms hold.

Now sort $G=e^W$ by rank. At rank four, $W^2/2$ supplies $(2W_1W_3+W_2^2)/2$, $W^3/6$ supplies $3W_1^2W_2/6$, and $W^4/24$ supplies $W_1^4/24$. Treating the lower ranks in the same way gives $G_1=W_1$, hence $\lambda_1=\gamma_1$, and
\begin{align}
G_2&=W_2+\tfrac12W_1^2,\nonumber\\
G_3&=W_3+W_1W_2+\tfrac16W_1^3,\label{ranks}\\
G_4&=W_4+W_1W_3+\tfrac12W_2^2+\tfrac12W_1^2W_2+\tfrac1{24}W_1^4.\nonumber
\end{align}
The logarithm series, sorted likewise, gives the inverse relations
\begin{align}
W_2&=G_2-\tfrac12G_1^2,\qquad W_3=G_3-G_1G_2+\tfrac13G_1^3,\nonumber\\
W_4&=G_4-G_1G_3-\tfrac12G_2^2+G_1^2G_2-\tfrac14G_1^4.
\label{inverse}
\end{align}

To read off tensor elements we need the coefficients of a product. Let $A$ and $B$ have ranks $a$ and $k-a$, with antisymmetric coefficients normalized as in (\ref{Gk}). In the coefficient of $\prod_i\eta_{p_i}\bar\eta_{q_i}$, the factor $A$ takes the upper labels at some set $S$ of $a$ positions and the lower labels at some set $T$ of $a$ positions; $B$ takes the rest, at $S'$ and $T'$. The labels then appear in the orders $(S,S')$ and $(T,T')$ and must be sorted. If $s_1<\cdots<s_a$ are the members of $S$, label $s_j$ has to pass $s_j-j$ others, which gives the sign $(-1)^{\sum_j s_j-a(a+1)/2}$. The lower labels give the same expression with $T$, and the two constants $a(a+1)/2$ combine to an even number. Therefore
\begin{equation}
(AB)^{1\cdots k}_{1\cdots k}=\sum_{S,T}(-1)^{\Sigma S+\Sigma T}
A^{S}_{T}\,B^{S'}_{T'} .
\label{rule}
\end{equation}
Here and below an upper numeral $i$ stands for $p_i$ and a lower numeral $j$ for $q_j$. In $W_1^k$, each pairing of upper with lower labels arises $k!$ times, once for each order of the commuting factors, so $W_1^k/k!$ has the coefficient $\det[\gamma^i_j]$.

For two particles, (\ref{ranks}) gives
\begin{equation}
\gamma^{12}_{12}=\lambda^{12}_{12}+\gamma^1_1\gamma^2_2-\gamma^1_2\gamma^2_1 .
\label{two}
\end{equation}
The products are the direct and exchange terms of mean-field theory, and $\lambda_2$ is what they miss.

For three particles, $W_1W_2$ has one-element sets $S=\{i\}$ and $T=\{j\}$ with sign $(-1)^{i+j}$, so that
\begin{align}
\gamma^{123}_{123}=\lambda^{123}_{123}
&+\gamma^1_1\lambda^{23}_{23}-\gamma^1_2\lambda^{23}_{13}+\gamma^1_3\lambda^{23}_{12}\nonumber\\
&-\gamma^2_1\lambda^{13}_{23}+\gamma^2_2\lambda^{13}_{13}-\gamma^2_3\lambda^{13}_{12}\nonumber\\
&+\gamma^3_1\lambda^{12}_{23}-\gamma^3_2\lambda^{12}_{13}+\gamma^3_3\lambda^{12}_{12}\nonumber\\
&+\gamma^1_1\gamma^2_2\gamma^3_3+\gamma^1_2\gamma^2_3\gamma^3_1+\gamma^1_3\gamma^2_1\gamma^3_2\nonumber\\
&-\gamma^1_1\gamma^2_3\gamma^3_2-\gamma^1_2\gamma^2_1\gamma^3_3-\gamma^1_3\gamma^2_2\gamma^3_1 ,
\label{three}
\end{align}
which has $1+9+6=16$ terms.

For four particles, two abbreviations keep the signs visible. For a single upper label $i$ and the remaining three, $B$, let
\begin{equation}
R(i|B)=\gamma^i_1\lambda^B_{234}-\gamma^i_2\lambda^B_{134}
+\gamma^i_3\lambda^B_{124}-\gamma^i_4\lambda^B_{123}.
\end{equation}
For two pairs of upper labels $A$, $B$ and two antisymmetric pair tensors $X$, $Y$, let
\begin{align}
[X,Y](A|B)={}&X^A_{12}Y^B_{34}-X^A_{13}Y^B_{24}+X^A_{14}Y^B_{23}\nonumber\\
&+X^A_{23}Y^B_{14}-X^A_{24}Y^B_{13}+X^A_{34}Y^B_{12}.
\end{align}
These are the signs of (\ref{rule}) for $S=\{1\}$ and for $S=\{1,2\}$; for other $S$ an overall sign is added. Let $\Delta^{ij}_{kl}=\gamma^i_k\gamma^j_l-\gamma^i_l\gamma^j_k$, which is the coefficient of $W_1^2/2$. Then
\begin{align}
\gamma^{1234}_{1234}={}&\lambda^{1234}_{1234}\nonumber\\
&+R(1|234)-R(2|134)+R(3|124)-R(4|123)\nonumber\\
&+[\lambda,\lambda](12|34)-[\lambda,\lambda](13|24)+[\lambda,\lambda](14|23)\nonumber\\
&+[\Delta,\lambda](12|34)-[\Delta,\lambda](13|24)+[\Delta,\lambda](14|23)\nonumber\\
&+[\Delta,\lambda](23|14)-[\Delta,\lambda](24|13)+[\Delta,\lambda](34|12)\nonumber\\
&+[\Delta,\Delta](12|34).
\label{four}
\end{align}
The third line comes from $W_2^2/2$. There the choices $(S,T)$ and $(S',T')$ give the same product with the same sign, since $\Sigma S+\Sigma S'=\Sigma T+\Sigma T'=10$. The factor $\tfrac12$ removes this doubling and leaves the sets $S$ that contain 1. In $W_1^2W_2/2$ the two factors $\Delta$ and $\lambda$ differ, and all six sets $S$ stay. The last line is the Laplace expansion of $\det[\gamma^i_j]$ along its first two rows. The classes hold $1+16+18+72+24=131$ terms, in agreement with (\ref{count}).

For a Slater determinant all cumulants beyond the first vanish. In its own orbitals, for label sets in ascending order, $\gamma_k$ equals one if the upper and lower sets coincide and are all occupied, and zero otherwise. This is $\det[\gamma^i_j]$ with $\gamma^p_q=n_p\delta_{pq}$. Both sides transform in the same way under a unitary change of orbitals, so the equality holds in every basis. Then $G_k=W_1^k/k!$, $G=e^{W_1}$, and $\lambda_k=0$ for all $k\ge2$.

Additivity follows as directly. Let systems $A$ and $B$ occupy disjoint sets of orbitals, each in a number-conserving state, without correlation between them. Bilinears $a^\dagger\eta$ of $B$ commute with bilinears $\bar\eta a$ of $A$, so the exponentials in (\ref{G}) can be grouped by system, and $G=G_AG_B$. Hence $W=W_A+W_B$, and any cumulant with labels from both systems is zero. The density matrices lack this property, since $\gamma_2$ contains the product of the two one-particle matrices.

The contraction of $\lambda_2$ ties it to the one-particle matrix. From $Na_q=a_q(N-1)$ we have
\begin{equation}
\sum_r\gamma^{pr}_{qr}=\langle a_p^\dagger Na_q\rangle
=\langle a_p^\dagger a_q N\rangle-\gamma^p_q .
\end{equation}
Subtracting the products in (\ref{two}), with $\sum_r\gamma^r_r=\langle N\rangle$, gives
\begin{equation}
\sum_r\lambda^{pr}_{qr}=(\gamma_1^2-\gamma_1)^p_q
+\langle a_p^\dagger a_q(N-\langle N\rangle)\rangle .
\label{trace}
\end{equation}
For a sharp particle number the last term vanishes, and fractional natural occupations require a nonzero $\lambda_2$. In an ensemble with fluctuating $N$ the last term generally remains, although (\ref{two})--(\ref{four}) still hold. They can become incomplete when the state does not commute with $N$. In a superconducting mean-field state, for example, $\langle a_qa_p\rangle\neq0$, $W$ acquires terms with unequal numbers of $\eta$ and $\bar\eta$, and their products contribute to $\gamma_2$.

A cumulant can also be nonzero where the density matrix of the same rank vanishes. For two electrons $G_3=0$, yet (\ref{inverse}) gives $W_3=-G_1G_2+G_1^3/3$, which need not be zero. In such a case $\lambda_3$ cancels the lower products in (\ref{three}); it does not signal a correlated triple of electrons.

As an example, take a linear chain of four hydrogen atoms with equal spacing, treated by full configuration interaction (FCI) in the STO-3G basis. This solves the electronic problem within four spatial orbitals and omits everything a larger basis would add. The orbitals are symmetrically orthogonalized, one per atom, and $1\alpha$ denotes spin up on atom 1. With four electrons, the diagonal element of $\gamma_4$ for $1\alpha\,3\alpha\,2\beta\,4\beta$ is the probability of finding the spins in this alternating arrangement with one electron on each atom.

At a spacing of 2.0~\AA\ the four occupations are 0.500 to three digits. Conservation of the spin projection removes the exchange term between $1\alpha$ and $2\beta$, and (\ref{two}) gives the joint probability $0.500\times0.500+0.203=0.453$. Here $\lambda_2=0.203$ is the covariance of the two occupations: opposite spins on neighbouring atoms are favoured.

For all four labels, the like-spin elements of $\gamma_1$ between atoms 1 and 3 and between atoms 2 and 4 are only $-0.0007$, so the $\gamma_1\gamma_1\lambda_2$ class is close to its diagonal part, one quarter of the sum of the six pair cumulants:
\begin{equation}
\tfrac14(0.053+0.203+0.078+0.068+0.203+0.053)=0.165 .
\end{equation}
The complete classes give
\begin{equation}
\underbrace{0.0625}_{\det\gamma_1}+\underbrace{0.1648}_{\gamma_1\gamma_1\lambda_2}
+\underbrace{0.0495}_{\lambda_2\lambda_2}\simeq0.277 ,
\end{equation}
while $\gamma_1\lambda_3$ and $\lambda_4$ contribute less than $10^{-4}$ in magnitude. Pair correlations thus raise this probability more than fourfold above the determinant term. At 1.0~\AA\ the probability is 0.120, with 0.062 from the determinant.

It would be wrong to infer from this one element that $\lambda_4$ is negligible. The Frobenius norm over ascending label sets does not depend on the choice of orthonormal orbitals, and for $\gamma_4$ it is 1. The norm of $\lambda_3$ is 0.09 at 1.0~\AA\ and 0.28 at 2.0~\AA; that of $\lambda_4$ is 0.02 and 0.42 at the same two spacings. At the larger spacing, omitting $\lambda_4$ from (\ref{four}) therefore causes an error of 42\% of the norm of $\gamma_4$, and the norms do not decrease monotonically with rank: they are 1.15, 0.28 and 0.42 for $\lambda_2$, $\lambda_3$ and $\lambda_4$. These values belong to the minimal basis. In the 6-31G basis the three norms at 2.0~\AA\ are 1.03, 0.30 and 0.32, so the error is 32\% and $\lambda_4$ exceeds $\lambda_3$ only slightly.

The energy needs no cumulant beyond the second. With one-electron integrals $h_{pq}$ and Coulomb integrals $\langle pr|qs\rangle$, inserting (\ref{two}) gives, in atomic units,
\begin{align}
E={}&E_{\rm nuc}+\sum_{pq}h_{pq}\gamma^p_q
+\tfrac12\sum_{pqrs}\langle pr|qs\rangle
(\gamma^p_q\gamma^r_s-\gamma^p_s\gamma^r_q)\nonumber\\
&+\tfrac12\sum_{pqrs}\langle pr|qs\rangle\lambda^{pr}_{qs}.
\end{align}
At 1.0~\AA\ the first line is $-54.12$~eV and the cumulant term $-4.83$~eV ($-0.1775$ hartree), together $-58.95$~eV. The restricted Hartree--Fock energy is $-57.10$~eV, so the usual correlation energy is only $-1.85$~eV. The two measures differ because the first line is evaluated with the correlated $\gamma_1$, which is not idempotent, and here lies 2.98~eV above the Hartree--Fock energy: $-1.85-2.98=-4.83$. At 2.0~\AA\ the cumulant term is $-18.34$~eV ($-0.6741$ hartree) and the correlation energy $-8.77$~eV, measured from the restricted determinant; at this spacing a spin-unrestricted determinant lies 8.24~eV lower, only 0.53~eV above the FCI energy. None of these energies is converged with respect to the basis: in cc-pVDZ the cumulant term and the correlation energy are $-5.68$ and $-2.38$~eV at 1.0~\AA, and $-13.17$ and $-5.12$~eV at 2.0~\AA.

Two H$_2$ molecules with bond length 1.0~\AA, placed 100~\AA\ apart, show the additivity. The largest element of $\gamma_2$ with labels on both molecules is 0.25, whereas that of $\lambda_2$ is $1\times10^{-7}$, and those of $\lambda_3$ and $\lambda_4$ are smaller still. The remainder in $\lambda_2$ is not rounding error: it falls as the inverse cube of the distance, from $6.6\times10^{-6}$ at 25~\AA\ to $1.3\times10^{-8}$ at 200~\AA, as expected of a dipole--dipole coupling, and vanishes only for infinite separation. Within one molecule $\gamma_3$ vanishes to rounding, as it must for two electrons, while the largest element of $\lambda_3$ is 0.028. The numerical check also builds $G$ from its operator definition for a random ensemble and confirms (\ref{two}), (\ref{three}) and (\ref{four}) for every element.

\section*{Computed results}
\begin{verbatim}
terms in gamma_2, classes [(2,), (1, 1)]: [1, 2], sum 3
terms in gamma_3, classes [(3,), (1, 2), (1, 1, 1)]: [1, 9, 6], sum 16
terms in gamma_4, classes [(4,), (1, 3), (2, 2), (1, 1, 2), (1, 1, 1, 1)]: [1, 16, 18, 72, 24], sum 131
random ensemble: error of G expansion 1.1e-16, of decompositions 1.7e-15
random ensemble: sum-rule violation by number fluctuation 0.352
--- H4 chain, spacing 1.0 angstrom, FCI/STO-3G ---
E_FCI -58.9504 eV, E_RHF -57.1043 eV, difference -1.8461 eV
mean-field part with FCI gamma_1 -54.1213 eV
cumulant energy -4.8291 eV = -0.177468 hartree
Frobenius norms over ascending sets, gamma_1..4: 1.9377 2.3488 1.9377 1.0000
Frobenius norms over ascending sets, lambda_2..4: 0.3672 0.0910 0.0195
largest cumulant element of the RHF determinant 1.1e-15
gamma_1 diagonal 1a 3a 2b 4b: 0.51057 0.48943 0.48943 0.51057 ; 1a-3a 0.00343, 2b-4b 0.00343
lambda_2 diagonal: 1a3a 0.01620, 1a2b 0.06665, 1a4b 0.03514, 3a2b 0.00834, 3a4b 0.06665, 2b4b 0.01620
gamma_2(1a 2b) = 0.31653: det g1 0.24989, l2 0.06665
gamma_3(1a 3a 2b) = 0.16709: det g1 0.12230, g1 l2 0.04479, l3 0.00000
gamma_4(1a 3a 2b 4b) = 0.12009: det g1 0.06244, g1 g1 l2 0.05219, l2 l2 0.00536, g1 l3 0.00008, l4 0.00002
--- H4 chain, spacing 2.0 angstrom, FCI/STO-3G ---
E_FCI -51.6412 eV, E_RHF -42.8747 eV, difference -8.7665 eV
mean-field part with FCI gamma_1 -33.2984 eV
cumulant energy -18.3429 eV = -0.674088 hartree
Frobenius norms over ascending sets, gamma_1..4: 1.5351 1.8273 1.5351 1.0000
Frobenius norms over ascending sets, lambda_2..4: 1.1470 0.2798 0.4207
largest cumulant element of the RHF determinant 4.4e-16
gamma_1 diagonal 1a 3a 2b 4b: 0.50014 0.49986 0.49986 0.50014 ; 1a-3a -0.00073, 2b-4b -0.00073
lambda_2 diagonal: 1a3a 0.05346, 1a2b 0.20297, 1a4b 0.07847, 3a2b 0.06781, 3a4b 0.20297, 2b4b 0.05346
gamma_2(1a 2b) = 0.45297: det g1 0.25000, l2 0.20297
gamma_3(1a 3a 2b) = 0.28709: det g1 0.12497, g1 l2 0.16210, l3 0.00003
gamma_4(1a 3a 2b 4b) = 0.27674: det g1 0.06250, g1 g1 l2 0.16477, l2 l2 0.04946, g1 l3 0.00002, l4 -0.00001
H4 at 2.0 angstrom: largest error over all elements 3.9e-16
--- two H2, bond 1.0 angstrom, 100 angstrom apart ---
largest intermolecular element: gamma_2 0.2500, lambda_2 1.0e-07
largest intermolecular element: gamma_3 0.1681, lambda_3 2.5e-08
largest intermolecular element: gamma_4 0.1131, lambda_4 6.2e-09
inside one H2: largest gamma_3 8.7e-33, largest lambda_3 0.02796
\end{verbatim}
